# Comment on descending a real energy along its derivative in complex orbitals

The manuscript minimises a mean-field energy \(E\) over complex orbital coefficients \(\psi_k\). Its argument is short. The energy is real, its derivative \(\partial E/\partial\psi_k\) is available from automatic differentiation, and a function falls fastest against its derivative. The coefficients are therefore updated by \(\psi\to\psi-\eta\,\partial E/\partial\psi\), with a step \(\eta>0\). In support, the authors report that the update converges for a real Hamiltonian and real starting orbitals. My comments concern the meaning of this derivative, the direction in which it points, and what the real-orbital calculation can establish.

**1. Which derivative is meant?**

Write \(\psi_k=x_k+iy_k\), and let \(E\) be differentiable in the real variables \(x_k,y_k\). An ordinary complex derivative would require \(\delta E/\delta\psi_k\) to have one limit for all directions of \(\delta\psi_k\). A real displacement gives \(\partial E/\partial x_k\), which is real. An imaginary displacement \(\delta\psi_k=i\,\delta y_k\) gives \(-i\,\partial E/\partial y_k\), which is imaginary. The two agree only if both vanish, so the ordinary derivative can exist for every \(k\) only at a stationary point.

What can be defined is the pair of Wirtinger derivatives. Insert \(dx_k=\tfrac12(d\psi_k+d\psi_k^*)\) and \(dy_k=-\tfrac i2(d\psi_k-d\psi_k^*)\) into the real differential and collect terms:
\[
dE=\sum_k\left(\frac{\partial E}{\partial x_k}dx_k+\frac{\partial E}{\partial y_k}dy_k\right)
=\sum_k\left(\frac{\partial E}{\partial\psi_k}d\psi_k+\frac{\partial E}{\partial\psi_k^*}d\psi_k^*\right),
\]
\[
\frac{\partial E}{\partial\psi_k}=\frac12\left(\frac{\partial E}{\partial x_k}-i\frac{\partial E}{\partial y_k}\right),\qquad
\frac{\partial E}{\partial\psi_k^*}=\frac12\left(\frac{\partial E}{\partial x_k}+i\frac{\partial E}{\partial y_k}\right).
\]
Thus \(\partial E/\partial\psi_k\) is half the sum of the two quotients above. I take this to be the manuscript's derivative.

**2. In which direction does the energy rise fastest?**

The question needs a measure of length. I use \(|d\psi|^2=\sum_k(dx_k^2+dy_k^2)\), which belongs to the real inner product \(\mathrm{Re}\sum_k a_k^*b_k\). Let \(w_k=\partial E/\partial\psi_k^*\). Because \(E\) is real, \(\partial E/\partial\psi_k=w_k^*\), and the two terms of \(dE\) are complex conjugates:
\[
dE=\sum_k\left(w_k^*\,d\psi_k+w_k\,d\psi_k^*\right)=\mathrm{Re}\sum_k(2w_k)^*\,d\psi_k .
\]
By the Cauchy–Schwarz inequality, a displacement of fixed length gives the largest \(dE\) when it is a positive multiple of \(w\). The gradient is therefore
\[
g=2\,\frac{\partial E}{\partial\psi^*},\qquad g_k=\frac{\partial E}{\partial x_k}+i\frac{\partial E}{\partial y_k},
\]
and the greatest rate per unit length is \(|g|\).

The manuscript moves along \(w^*\) instead. This vector has the same length as \(w\), so the two directions coincide only when every \(w_k\) is real. If every \(w_k\) is imaginary, then \(w^*=-w\) and the proposed descent is steepest ascent. One coefficient with \(E=|z|^2\) shows both cases. Here \(\partial E/\partial z=z^*\), and the update \(z\to z-\eta z^*\) multiplies \(x\) by \(1-\eta\) and \(y\) by \(1+\eta\). The minimum at \(z=0\) has become a saddle of the iteration.

The factor 2 is a separate matter. It does not alter the direction, but it enters every prediction of the energy change. A displacement \(\eta w\) changes \(E\) by \(2\eta|w|^2\) to first order, not by \(\eta|w|^2\).

**3. Normalisation must be differentiated with both terms.**

The orbital is normalised before its energy is evaluated, and this map is not holomorphic. For \(\phi=f(\psi,\psi^*)\), let \(g^\phi\) be the gradient with respect to \(\phi\). Then
\[
dE=\mathrm{Re}\sum_{jk}(g_j^\phi)^*\left(\frac{\partial f_j}{\partial\psi_k}d\psi_k+\frac{\partial f_j}{\partial\psi_k^*}d\psi_k^*\right).
\]
The real part is unchanged if the second product is conjugated, which turns \(d\psi_k^*\) into \(d\psi_k\). Comparison with \(dE=\mathrm{Re}\sum_k g_k^*d\psi_k\) gives the reverse-mode rule
\[
g_k=\sum_j\left[\left(\frac{\partial f_j}{\partial\psi_k}\right)^{\!*}g_j^\phi+\frac{\partial f_j}{\partial\psi_k^*}\,(g_j^\phi)^*\right].
\]

For \(\phi=\psi/\sqrt N\) with \(N=\sum_k\psi_k^*\psi_k\), the derivatives are
\[
\frac{\partial f_j}{\partial\psi_k}=\frac{\delta_{jk}}{\sqrt N}-\frac{\psi_j\psi_k^*}{2N^{3/2}},\qquad
\frac{\partial f_j}{\partial\psi_k^*}=-\frac{\psi_j\psi_k}{2N^{3/2}} .
\]
Their contributions contain \(\psi^\dagger g^\phi\) and its conjugate with equal weight, so
\[
g=\frac{1}{\sqrt N}\left[g^\phi-\phi\,\mathrm{Re}(\phi^\dagger g^\phi)\right].
\]

As a concrete mean-field model, take
\[
E=\psi^\dagger H\psi+\frac U2\sum_k|\psi_k|^4,\qquad
\frac{\partial E}{\partial\psi^*}=F\psi,\qquad F=H+U\,\mathrm{diag}|\psi_k|^2 ,
\]
with \(H\) Hermitian. Let \(R(\psi)=E(\psi/\sqrt N)\). At \(N=1\) we have \(g^\phi=2F\psi\) and \(\psi^\dagger g^\phi=2\mu\), where \(\mu=\psi^\dagger F\psi\) is real. Hence
\[
g=2(F-\mu)\psi,\qquad w=\frac{\partial R}{\partial\psi^*}=(F-\mu)\psi .
\]
The gradient vanishes when \(F\psi=\mu\psi\), the self-consistent eigenvalue equation. Without the second term of the chain rule one would obtain \(2F\psi-\mu\psi=g+\mu\psi\), which does not vanish at a self-consistent state unless \(\mu=0\).

**4. The proposed direction depends on an unobservable phase.**

Replace \(\psi\) by \(e^{i\theta}\psi\). Neither \(R\) nor \(F\) changes, while \(w\) becomes \(e^{i\theta}w\). The true gradient turns with the state, but \(w^*\) turns the opposite way. The rate of \(R\) along the unit vector in the direction of \(\partial R/\partial\psi\) is therefore
\[
r(\theta)=\frac{2}{|w|}\,\mathrm{Re}\left[e^{-2i\theta}s\right],\qquad s=\sum_k(w_k^*)^2 ,
\]
where \(w\) is taken at \(\theta=0\). This is a cosine in \(2\theta\) with zero mean. If \(s\neq0\), the supposed ascent direction lowers the energy for half of all global phases. Since \(|s|\le|w|^2\), the rate never exceeds \(|g|\). It reaches \(|g|\) at some phase only if all nonzero \(w_k\) share one phase up to a sign.

A ring of four sites shows the size of the effect. Energies are in units of the hopping magnitude \(t\). The matrix has \(H_{k+1,k}=-te^{0.3i}\) and its conjugate \(H_{k,k+1}\), with site energies \((0,\,0.3,\,-0.2,\,0.5)\,t\) and \(U=t\). For \(\psi=(2,\,1+i,\,-i,\,1-i)/3\), one finds \(R=-0.8020\,t\) and \(\mu=-0.6477\,t\). At site 2, where \(|\psi_2|^2=2/9\),
\[
\frac{w_2}{t}=\left(0.3+\tfrac29+0.6477\right)\psi_2-e^{0.3i}\psi_1-e^{-0.3i}\psi_3=-0.1484+0.5114i .
\]
The quotients of comment 1 at this site are \(-0.2968\,t\) for a real displacement and \(-1.0228i\,t\) for an imaginary one. Half their sum is \(w_2^*\), as it should be.

The other components are \(w_1=-0.1058\,t\), \(w_3=(-0.4399-0.1863i)\,t\) and \(w_4=(-0.2788+0.0588i)\,t\). The gradient has length \(|g|=2|w|=1.5545\,t\). The squares \((w_k^*)^2\), in units of \(t^2\) and in site order, are
\[
0.011,\quad -0.239+0.152i,\quad 0.159-0.164i,\quad 0.074+0.033i .
\]
They nearly cancel, leaving \(s\approx(0.005+0.021i)\,t^2\). The rate along the proposed direction is \(0.012\,t\) at \(\theta=0\), \(0.053\,t\) at \(45^\circ\), \(-0.012\,t\) at \(90^\circ\) and \(-0.053\,t\) at \(135^\circ\). Its largest magnitude over all phases is \(0.055\,t\), about 3.5% of \(|g|\). This small ratio belongs to the chosen state, whereas the zero mean follows from phase invariance.

**5. What happens in a minimisation?**

I iterated \(\psi\to\psi-\eta g\) with \(\eta=0.1/t\), normalising after each step, and repeated the run with \(g^*\) in place of \(g\). Using \(g^*=2\,\partial R/\partial\psi\) gives the manuscript's direction with a step as long as the gradient step from the same state.

| Step | Energy with \(g\) (\(t\)) | Energy with \(g^*\) (\(t\)) |
|---:|---:|---:|
| 0 | −0.8020 | −0.8020 |
| 1 | −1.0255 | −0.7873 |
| 5 | −1.5699 | −0.1283 |
| 20 | −1.6546 | 0.2737 |
| 400 | −1.6546 | 0.2736 |

For the first correct step, the first-order estimate is \(-\eta|g|^2=-0.242\,t\), and the actual change is \(-0.224\,t\). For the first step with \(g^*\), the estimate is \(-\eta|g|\,r(0)=-0.002\,t\), yet the energy rises by \(0.015\,t\). The first-order gain is so small that the higher-order terms of the finite step outweigh it.

The second run ends at a steady energy, but not at a stationary point, because the gradient there still has length \(3.86\,t\). A steady energy is thus no evidence that a stationary point has been reached. A normalised iteration can stand still with \(g\neq0\) if \(g^*=\lambda\psi\) with real \(\lambda<1/\eta\), since normalisation then undoes the step. This is what happens here: the run ends at a fixed point with \(g^*=\lambda\psi\) and \(\lambda=-3.86\,t\), so that \(|\lambda|=|g|\).

The result of the first run can be certified. With \(\rho=\psi\psi^\dagger\), the energy is \(\mathrm{Tr}\,H\rho+\tfrac U2\sum_k\rho_{kk}^2\). For any other normalised state \(\rho'\),
\[
E(\rho')-E(\rho)=\mathrm{Tr}\,F(\rho'-\rho)+\frac U2\sum_k(\rho'_{kk}-\rho_{kk})^2 .
\]
If \(U\ge0\) and \(\psi\) is the lowest eigenvector of its own \(F\), neither term is negative, and \(\psi\) is a global minimum. At the end of the run \(\mu=-1.5269\,t\), which agrees with the lowest eigenvalue of \(F\) found by diagonalization. For \(U<0\) this argument fails.

**6. Why did the real calculation succeed?**

For real \(H\) and a real start \(x\), every \(w_k\) is real, and conjugation does nothing. The calculation therefore cannot distinguish the two rules. Starting from \(ix\), which is the same physical state, does distinguish them. With \(w_x=(F-\mu)x\), the derivative in the conjugate is \(iw_x\), and its conjugate is \(-iw_x\). Before normalisation the update becomes
\[
ix-2\eta(-iw_x)=i\,(x+2\eta w_x),
\]
which is an ascent step for \(x\).

Take the same ring with zero bond phase, \(U=0\) and \(x=(2,1,0,2)/3\), whose energy is \(-1.0778\,t\). Diagonalization gives lowest and highest levels of \(-1.8707\,t\) and \(2.1707\,t\). Each step multiplies the component on level \(\varepsilon_j\) by \(1-2\eta(\varepsilon_j-\mu)\) from \(x\), and by \(1+2\eta(\varepsilon_j-\mu)\) from \(ix\), apart from normalisation. The levels span \(4.04\,t\), so for \(\eta=0.1/t\) all these factors are positive. The largest belongs to the lowest level in the first case and to the highest level in the second. After 400 steps the manuscript's rule has reached \(-1.8707\,t\) from \(x\) and \(2.1707\,t\) from \(ix\). The gradient rule reaches \(-1.8707\,t\) from \(ix\). The two end points of the manuscript's rule are unstable against a small admixture of the other phase. For this real \(H\) and a complex \(\psi\), the component of the real part on level \(\varepsilon_j\) is multiplied by \(1-2\eta(\varepsilon_j-\mu)\) and that of the imaginary part by \(1+2\eta(\varepsilon_j-\mu)\). The rule thus descends in the real part and ascends in the imaginary part. Near the ground state, an imaginary admixture on the highest level is therefore multiplied by \(1+2\eta\cdot4.04\,t\approx1.81\) per step. Turning the global phase of either start by \(10^{-14}\) rad gives the state real weight on the lowest level and imaginary weight on the highest, and this is enough to carry it, within 400 steps, to \(0.150\,t\). This is the midpoint of the lowest and highest levels, where the two growth factors are equal.

**7. Overlapping basis functions need their own metric.**

If the coefficients \(c\) belong to basis functions with overlap matrix \(S\), the physical length squared of a displacement is \(dc^\dagger S\,dc\). Set \(dc=S^{-1/2}b\), so that this length is \(|b|\). With \(w=\partial E/\partial c^*\),
\[
dE=2\,\mathrm{Re}\,w^\dagger dc=2\,\mathrm{Re}\,(S^{-1/2}w)^\dagger b .
\]
The best \(b\) is parallel to \(S^{-1/2}w\), and the gradient in the original coefficients is \(2S^{-1}\partial E/\partial c^*\).

As an illustration, take \(E=c^\dagger Hc\) with the complex ring matrix above, \(c=\psi\), and an overlap of 0.2 between functions 1–2, 2–3 and 3–4. The rate per unit physical length is \(2.281\,t\) along \(w\) and \(2.324\,t\) along \(S^{-1}w\), a gain of about 2%. The plain conjugate derivative points uphill for any \(S\) wherever \(w\neq0\), since a displacement \(\eta w\) gives \(dE=2\eta|w|^2\) to first order, but in general it does not point most steeply.

**Requested revision.** The update should use \(2\,\partial E/\partial\psi^*\), with \(S^{-1}\) where the basis overlaps. The authors should also state which derivative their differentiation code returns. The function \(|z|^2\) at a complex \(z\) settles this: \(2z\) is the gradient, \(z\) is half of it, and \(2z^*\) or \(z^*\) must be conjugated before use. The real-orbital calculation should be repeated after multiplying the starting orbital by \(i\).
